# Canonical variational transition state for a saddle with a changing channel width

## Question

Near a saddle point, two mass-weighted coordinates $x$ and $y$ (each a length times the square root of a mass) have the Hamiltonian

$$H=\tfrac12(p_x^2+p_y^2)+V(x,y),\qquad V(x,y)=-\tfrac12 a x^2+\tfrac12 w^2e^{2cx}y^2,$$

with $a>0$, $w>0$ and real $c\neq0$. Reactants lie on the side of negative $x$, products on the side of positive $x$. The motion is classical, and the reactants are in thermal equilibrium at temperature $T$. The Boltzmann constant is $k$, and $kT$ is the thermal energy; $k(s)$, written with its argument, is a rate constant.

The form of $V$ is a local model. It is not bounded below and has no reactant well, so the reactant partition function $Q_R$ must come from the full potential of the system. It is a fixed number that does not depend on where the dividing surface is placed.

The parts are answered in turn, and later parts use earlier results.

## (a) The saddle and the reaction path

**Find the stationary points of $V$, the minimum-energy path through the saddle, and the frequency of vibration perpendicular to that path.**

The first derivatives are

$$\frac{\partial V}{\partial x}=-ax+c\,w^2e^{2cx}y^2,\qquad \frac{\partial V}{\partial y}=w^2e^{2cx}y .$$

The second vanishes only for $y=0$, because $w^2e^{2cx}>0$. The first then reduces to $-ax$, which vanishes only for $x=0$. The origin is therefore the one stationary point. The second derivatives there are

$$V_{xx}=-a,\qquad V_{xy}=0,\qquad V_{yy}=w^2,$$

so the potential falls along $x$ and rises along $y$: the origin is a saddle.

On the line $y=0$ the gradient has no $y$ component. A path of steepest descent that leaves the saddle along $x$ therefore stays on this line, which is the minimum-energy path. The planes $x=s$ are perpendicular to it. (With two coordinates these "planes" are lines; the usual name is kept.) At fixed $x=s$ the potential is harmonic in $y$,

$$V(s,y)=-\tfrac12as^2+\tfrac12\omega(s)^2y^2,\qquad \omega(s)=w\,e^{cs}.$$

For $c>0$ the channel narrows towards products, and for $c<0$ it narrows towards reactants.

## (b) The rate for a given plane

**Transition-state theory equates the rate with the equilibrium one-way flux from reactants to products through the dividing surface, per reactant. Evaluate this rate $k(s)$ for the plane $x=s$.**

In equilibrium the probability density in phase space, normalized to one reactant system, is $e^{-H/kT}/(h^2Q_R)$, where $Q_R=h^{-2}\int_R dx\,dy\,dp_x\,dp_y\,e^{-H/kT}$ is taken over the reactant region. In mass-weighted coordinates the velocity $\dot x$ equals $p_x$. In a short time $dt$, the points that cross $x=s$ forwards with momentum $p_x>0$ are those within a distance $p_x\,dt$ behind the plane. Hence

$$Q_R\,k(s)=\frac1{h^2}\int_{-\infty}^{\infty}\!dy\int_{-\infty}^{\infty}\!dp_y\int_0^\infty\!dp_x\;p_x\,e^{-H(s,y,p_x,p_y)/kT}.$$

The integrand factorizes. The three integrals are

$$\int_0^\infty p_x e^{-p_x^2/2kT}dp_x=\Big[-kT\,e^{-p_x^2/2kT}\Big]_0^\infty=kT,$$

$$\int_{-\infty}^{\infty}e^{-p_y^2/2kT}dp_y=\sqrt{2\pi kT},\qquad
\int_{-\infty}^{\infty}e^{-\omega(s)^2y^2/2kT}dy=\frac{\sqrt{2\pi kT}}{\omega(s)}.$$

The remaining factor is $e^{-V(s,0)/kT}=e^{+as^2/2kT}$. The product is

$$Q_R\,k(s)=\frac{2\pi(kT)^2}{h^2\,\omega(s)}\,e^{as^2/2kT}
=\frac{kT}{h}\;\frac{kT}{\hbar\omega(s)}\;e^{as^2/2kT},$$

where one factor $h$ was written as $2\pi\hbar$. The middle factor is the classical partition function of the transverse vibration. Planck's constant does not survive in $k(s)$ itself, because $Q_R$ carries the same factor $h^{-2}$.

## (c) The variational plane

**The one-way flux cannot be smaller than the net reactive flux (this is proved in part (g)), so the best plane is the one with the smallest $k(s)$. Find its position $s^*$ and the ratio $k(s^*)/k(0)$.**

Dividing the result of (b) by its value at $s=0$ removes $Q_R$ and all prefactors. With $\omega(0)/\omega(s)=e^{-cs}$,

$$\ln\frac{k(s)}{k(0)}=\frac{as^2}{2kT}-cs .$$

The first term raises the rate away from the saddle, because the potential energy on the path is lower there. The second lowers the rate on the side where the channel is narrower. Completing the square gives

$$\frac{as^2}{2kT}-cs=\frac{a}{2kT}\left(s-\frac{ckT}{a}\right)^2-\frac{c^2kT}{2a},$$

as expansion confirms: the cross term is $-\frac{a}{2kT}\cdot 2s\cdot\frac{ckT}{a}=-cs$, and the squared constant, $\frac{a}{2kT}\cdot\frac{c^2(kT)^2}{a^2}=\frac{c^2kT}{2a}$, is cancelled by the last term. The square is never negative and vanishes at one point. The minimum over all planes is therefore at

$$s^*=\frac{ckT}{a},\qquad \frac{k(s^*)}{k(0)}=\exp\left(-\frac{c^2kT}{2a}\right).$$

The rate is multiplied by this factor. The plane moves from the saddle towards the narrower part of the channel, whichever side that is. The shift vanishes for $T\to0$, for $c\to0$ and for a sharply curved barrier, $a\to\infty$. In each of these limits the saddle plane becomes the best plane. The limit $T\to0$ is a property of the classical model only. Once $kT$ falls below $\hbar w$ the vibration is quantized, and its zero-point energy $\tfrac12\hbar\omega(s)$ takes over: the condition $as=\tfrac12c\,\hbar\omega(s)$ leaves a finite shift, $c\hbar w/2a$ to lowest order in $c$. Since the square is symmetric about $s^*$, the planes $s=0$ and $s=2s^*$ give equal rates.

The frequency changes between the saddle and the best plane by the factor $e^{cs^*}=e^{c^2kT/a}$. For a real system the result requires that the path is nearly straight in mass-weighted coordinates, that the transverse potential is nearly harmonic over the thermal range of $y$, and that the quadratic barrier and the exponential frequency remain good descriptions from the saddle out to $s^*$. This distance grows in proportion to $T$, so the last condition becomes harder to meet on heating.

## (d) The free-energy profile

**Define $W(s)=-kT\ln\int dy\,e^{-V(s,y)/kT}$, up to a constant independent of $s$. Separate $W(s)-W(0)$ into energy and entropy, evaluate both at $s^*$, and find the mean of $\partial V/\partial x$ over the plane $x=s^*$.**

The momentum integrals in (b) do not depend on $s$, so $k(s)/k(0)=e^{-[W(s)-W(0)]/kT}$. With the logarithm from (c),

$$W(s)-W(0)=-\tfrac12as^2+c\,kT\,s .$$

The smallest rate thus belongs to the highest free energy. To identify the two terms, note that the Gaussian distribution of $y$ on the plane has the variance $\langle y^2\rangle_s=kT/\omega(s)^2$. The mean potential energy is

$$\langle V\rangle_s=-\tfrac12as^2+\tfrac12\omega(s)^2\langle y^2\rangle_s=-\tfrac12as^2+\tfrac12kT .$$

The vibrational part $\tfrac12kT$ is the same on every plane, so the energy difference is $-\tfrac12as^2$. The rest, $ckTs$, equals $-T[S(s)-S(0)]$ with $S(s)-S(0)=-kcs$. It is the loss of entropy in a narrower channel. At $s^*=ckT/a$,

$$-\tfrac12a(s^*)^2=-\frac{c^2(kT)^2}{2a},\qquad ckTs^*=+\frac{c^2(kT)^2}{a},\qquad W(s^*)-W(0)=+\frac{c^2(kT)^2}{2a}.$$

The entropic term is twice as large as the fall in energy and of opposite sign. The mean slope on a plane is

$$\left\langle\frac{\partial V}{\partial x}\right\rangle_s=-as+c\,\omega(s)^2\langle y^2\rangle_s=-as+ckT=\frac{dW}{ds},$$

which vanishes at $s^*$. The pull down the barrier is balanced there, on average, by the push of the narrowing walls.

## (e) Numbers

**Take the model parameters $a=10^{-6}\,(E_h/\hbar)^2$, $w=0.002\,E_h/\hbar$ and $c=0.0075\,(a_0\sqrt{m_e})^{-1}$. Evaluate the shift, the rate ratio and the free-energy rise at 1000 K, and the first two at 500 K.**

At 1000 K, $kT=0.003167\,E_h$. In atomic units,

$$s^*=\frac{0.0075\times0.003167}{10^{-6}}=23.75\ a_0\sqrt{m_e},$$

$$\frac{c^2kT}{2a}=\frac{(0.0075)^2\times0.003167}{2\times10^{-6}}=0.0891,\qquad \frac{k(s^*)}{k(0)}=e^{-0.0891}=0.915 .$$

The best plane lowers the computed rate by 8.5 % relative to the saddle plane. The free energy rises by

$$W(s^*)-W(0)=0.0891\times0.003167\,E_h=2.82\times10^{-4}\,E_h=0.741\ \text{kJ/mol},$$

made up of $-2.82\times10^{-4}\,E_h$ from the energy and $+5.64\times10^{-4}\,E_h$ from the entropy. The transverse frequency grows from $0.00200$ to $0.00239\,E_h/\hbar$.

A shift in the wrong direction is costly. At $s=-s^*$ both terms of the logarithm are positive, $0.0891+2\times0.0891=0.267$, and the rate is $1.306\,k(0)$.

At 500 K both $s^*$ and the exponent are halved. The shift is $11.88\ a_0\sqrt{m_e}$ and the rate ratio is $e^{-0.0445}=0.956$.

These are results for the classical model. At 1000 K the ratio $\hbar w/kT$ is 0.63, which is below one but not very small; at 500 K it is 1.26, so the classical treatment of the vibration is less accurate there. Replacing $kT/\hbar\omega(s)$ by the quantum partition function $1/[2\sinh(\hbar\omega(s)/2kT)]$ and taking the free-energy maximum nearest the saddle gives a shift of $24.9\ a_0\sqrt{m_e}$ and a ratio of 0.908 at 1000 K, and $13.8\ a_0\sqrt{m_e}$ and 0.943 at 500 K.

## (f) Curved dividing surfaces

**Is the plane $x=s^*$ the best of all dividing surfaces? Examine the family $x=s^*+\varepsilon y^2$ to first order in $\varepsilon$, with $\varepsilon$ of the same sign as $c$.**

The flux through a curved surface contains the momentum component along the local normal. Since the kinetic energy is the same function in every direction, the momentum axes can be rotated so that one lies along the normal. The momentum integrals then have the same value as in (b), and the element of length along the curve is $\sqrt{1+4\varepsilon^2y^2}\,dy$. Thus

$$Q_R\,k_\varepsilon=\frac{kT\sqrt{2\pi kT}}{h^2}\int dy\,\sqrt{1+4\varepsilon^2y^2}\;e^{-V(s^*+\varepsilon y^2,\,y)/kT}.$$

The sign chosen for $\varepsilon$ bends the surface into the narrowing channel at large $|y|$, where the steep walls make the integral converge. The square root differs from one only in order $\varepsilon^2$. To first order the change comes from the potential alone:

$$\frac{d\ln k_\varepsilon}{d\varepsilon}\bigg|_{0}=-\frac1{kT}\left\langle y^2\,\frac{\partial V}{\partial x}\right\rangle_{s^*}.$$

Let $\omega_*=\omega(s^*)$ and $\sigma^2=\langle y^2\rangle_{s^*}=kT/\omega_*^2$. With $as^*=ckT$, the slope on the plane is

$$\frac{\partial V}{\partial x}=-as^*+c\,\omega_*^2y^2=c\,(\omega_*^2y^2-kT).$$

Its mean is zero, but it is not zero point by point. A Gaussian has $\langle y^4\rangle=3\sigma^4$, so

$$\left\langle y^2\frac{\partial V}{\partial x}\right\rangle_{s^*}=c\,(3\omega_*^2\sigma^4-kT\sigma^2)=c\,(3kT\sigma^2-kT\sigma^2)=2ckT\sigma^2,$$

$$\frac{d\ln k_\varepsilon}{d\varepsilon}\bigg|_0=-2c\sigma^2 .$$

For a small $\varepsilon$ with the sign of $c$, the change $-2c\sigma^2\varepsilon$ is negative. The plane is therefore not the best of all surfaces. The result of (c) is the optimum among planes perpendicular to the minimum-energy path, and a curved surface can give a lower rate.

The reason can be read from the slope. For $c>0$ and $|y|>\sigma$, the potential rises with $x$, so moving the surface forwards there reduces the Boltzmann factor. A plane cannot move its outer parts separately from its centre.

In the example at 1000 K, $\sigma^2=554.4\ a_0^2m_e$, and the derivative is $-2\times0.0075\times554.4=-8.32\ a_0\sqrt{m_e}$. Numerical minimization over $\varepsilon$, with the vertex held at $s^*$, gives $\varepsilon=0.00325\,(a_0\sqrt{m_e})^{-1}$ and a rate of $0.903\,k(0)$. This is 1.2 % below the rate for the best plane.

## (g) Recrossing

**Place boundaries at $x=\pm L$ with $L>|s|$. Call a trajectory segment reactive if it enters at $-L$ and next meets a boundary at $+L$. Let $\kappa(s)$ be the flux of reactive segments divided by the one-way flux through $x=s$. Show that $\kappa(s)\le1$, and find how $\kappa(0)$ is related to $\kappa(s^*)$. Compare with trajectories for the example at 1000 K.**

A reactive segment starts on one side of the plane and ends on the other. If it crosses backwards $n$ times, it crosses forwards $n+1$ times. It therefore contributes at least one forward crossing to the one-way flux, while it counts once in the reactive flux. All other motion (segments that return to the boundary they came from, segments that run from $+L$ to $-L$, and orbits that never reach a boundary) may add forward crossings, but adds nothing to the reactive flux. Hence the one-way flux is at least as large as the reactive flux, and $\kappa(s)\le1$. This is the bound that justifies the minimization in (c).

The reactive flux is defined by the boundaries alone. The equilibrium distribution is stationary, so this flux is the same whichever plane is used to count it:

$$k(0)\,\kappa(0)=k(s^*)\,\kappa(s^*)\quad\Longrightarrow\quad \frac{\kappa(0)}{\kappa(s^*)}=\frac{k(s^*)}{k(0)}=\exp\left(-\frac{c^2kT}{2a}\right).$$

Since $\kappa(s^*)\le1$, the factor found in (c) is an upper bound on $\kappa(0)$. It is not the value of $\kappa(0)$.

To compute $\kappa(s)$, trajectories are started on the plane with the equilibrium distribution of $y$ and $p_y$ and with $|p_x|$ weighted by the flux. Each start is used with both signs of $p_x$. The fraction that ends at $+L$ after a backward start is subtracted from the fraction that does so after a forward start. In this difference a reactive segment counts $(n+1)-n=1$. A segment that enters and leaves at $+L$ crosses equally often in both directions and counts zero.

With $L=200\ a_0\sqrt{m_e}$ and 60 000 trajectories per plane, the results, with standard errors, are

$$\kappa(0)=0.807\pm0.002,\qquad \kappa(s^*)=0.886\pm0.002,\qquad \frac{\kappa(0)}{\kappa(s^*)}=0.910\pm0.003 .$$

With one more digit, the predicted ratio is 0.9148 and the computed one is $0.9103\pm0.0032$, so the prediction lies 1.4 standard errors above the computed value. The trajectories thus agree with the formula, which was obtained without any dynamics.

They also show what the variational plane leaves undone. Relative to the reactive flux, the saddle plane gives a rate that is too high by $1/0.807-1=24\,\%$, and the best plane one that is too high by $1/0.886-1=13\,\%$. For these boundaries, moving the plane removes part of the error due to recrossing, and the rest remains.

The two values of $\kappa$ belong to the chosen boundaries. If the boundaries are moved outwards, every segment that is reactive for the new pair contains a passage between the old pair, so the reactive flux cannot increase. In this model it does not settle at a finite value. A reactive segment crosses $x=0$, where $V\ge0$, so its energy obeys $E\ge0$. It also crosses the boundary on the narrow side, where the frequency is $we^{|c|L}$ and the region of the $(y,p_y)$ plane open at energy $E$ has the area $2\pi(E+\tfrac12aL^2)/(we^{|c|L})$. Weighting this area with $e^{-E/kT}$, integrating over $E\ge0$ and dividing by the same integral for $x=0$, which is $2\pi(kT)^2/w$, gives $\kappa(0)\le(1+aL^2/2kT)\,e^{-|c|L}$. For the example at 1000 K the bound equals 1.63 at $L=200\ a_0\sqrt{m_e}$, where it restricts nothing; it is 0.95 at $L=500$ and 0.25 at $L=800\ a_0\sqrt{m_e}$. It tends to zero as $L\to\infty$, because the ever narrower channel finally turns the trajectories back. The errors of 24 % and 13 % are therefore values for $L=200\ a_0\sqrt{m_e}$, not properties of the saddle alone. The ratio of the two coefficients does not depend on $L$, as long as both planes lie between the boundaries.

The numerical check integrates the flux numerically and checks the closed form in (b), the best plane and the rate ratio in (c), the free-energy rise and the vanishing mean slope at $s^*$ in (d), and the first-order effect of bending in (f). Its trajectories test the ratio $\kappa(0)/\kappa(s^*)$.

## Calculated quantities

```
Hartree atomic units; x, y in a0 sqrt(m_e)
a = 1.0e-06 (E_h/hbar)^2
w = 0.0020 E_h/hbar
c = 0.0075 1/(a0 sqrt(m_e))
kT at 1000 K = 0.003167 E_h
hbar w/kT at 1000 K = 0.632
c^2 kT/(2a) at 1000 K = 0.08907
best plane s*, numerical, 1000 K = 23.751 a0 sqrt(m_e)
s* = c kT/a, formula, 1000 K = 23.751 a0 sqrt(m_e)
k(s*)/k(0), numerical, 1000 K = 0.91478
k(s*)/k(0), formula, 1000 K = 0.91478
transverse frequency at s* = 0.002390 E_h/hbar
plane s = -s*: Q_R k = 1.042504e-03 E_h/hbar, k(s)/k(0) = 1.30630
plane s = 0: Q_R k = 7.980582e-04 E_h/hbar, k(s)/k(0) = 1.00000
plane s = s*: Q_R k = 7.300514e-04 E_h/hbar, k(s)/k(0) = 0.91478
plane s = 2s*: Q_R k = 7.980582e-04 E_h/hbar, k(s)/k(0) = 1.00000
free-energy rise W(s*)-W(0) = 2.8206e-04 E_h = 0.741 kJ/mol
potential-energy part = -2.8206e-04 E_h
entropic part = 5.6411e-04 E_h
kT at 500 K = 0.001583 E_h
best plane s*, numerical, 500 K = 11.876 a0 sqrt(m_e)
k(s*)/k(0), numerical, 500 K = 0.95644
Curved surface x = s* + eps y^2 at 1000 K
variance of y on plane s* = 554.42 a0^2 m_e
d ln k/d eps at 0, numerical = -8.3163 a0 sqrt(m_e)
d ln k/d eps at 0, formula = -8.3163 a0 sqrt(m_e)
best eps = 0.00325 1/(a0 sqrt(m_e))
k(best parabola)/k(0) = 0.90349
Trajectories at 1000 K, boundaries at +/-200 a0 sqrt(m_e)
trajectories per plane = 60000, time step = 5.0 hbar/E_h
kappa(0) = 0.8067 +/- 0.0023 (standard error)
kappa(s*) = 0.8862 +/- 0.0018 (standard error)
kappa(0)/kappa(s*) = 0.9103 +/- 0.0032
```
